# Zero-Field Splitting of π² Molecules from Hund's Case (a) to (c): a numerical check

```python
"""
Result under test: two electrons in a pi shell with Coulomb repulsion and
spin-orbit coupling (a/hbar^2) sum l_z s_z have the levels
    E(0+) = J0 -/+ sqrt(K^2 + a^2),   E(1) = J0 - K,   E(2) = J0,
so the ground-state splitting is D = E(1) - E(X0+) = sqrt(K^2 + a^2) - K,
which tends to a^2/(2K) for weak and to a - K for strong coupling.
Symbols: a    = energy of the pi_3/2 spinor minus that of the pi_1/2 spinor
         K    = exchange integral (pi+ pi-|pi- pi+) of the complex orbitals
         J0   = Coulomb integral (pi+ pi+|pi- pi-)
         zeta = coupling constant of a full p shell, zeta l.s / hbar^2
         gap  = distance of the sigma orbital from the pi orbitals
Levels are found by diagonalization in Fock space, built from Coulomb
integrals over real p functions; angular momenta are in units of hbar.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import e, h, c as light_speed
from pyscf import gto

EV_TO_CM = e / (h * light_speed) / 100.0

# One-electron angular momentum in the real basis (x, y, z), and spin 1/2
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1.0, -1.0
orbital_l = -1j * levi
spin_s = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                         [[1, 0], [0, -1]]], dtype=complex)


class Shell:
    """Fock space of n_orb real p orbitals (2: x,y; 3: x,y,z) with spin."""

    def __init__(self, n_orb):
        self.n_orb = n_orb
        n = 2 * n_orb
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        self.ann = []
        for p in range(n):
            op = np.eye(1)
            for q in range(n):
                factor = np.diag([1.0, -1.0]) if q < p else np.eye(2)
                op = np.kron(op, lower if q == p else factor)
            self.ann.append(op)
        self.l = orbital_l[:, :n_orb, :n_orb]
        self.number = np.real(np.diag(self.one_body(np.eye(n))))
        unit = np.eye(n_orb)
        self.jz = self.one_body(np.kron(self.l[2], np.eye(2))
                                + np.kron(unit, spin_s[2]))
        spins = [self.one_body(np.kron(unit, s)) for s in spin_s]
        self.s_squared = sum(s @ s for s in spins)
        self.l_dot_s_matrix = sum(np.kron(self.l[q], spin_s[q])
                                  for q in range(3))
        self.l_dot_s = self.one_body(self.l_dot_s_matrix)

    def one_body(self, matrix):
        dim = self.ann[0].shape[0]
        total = np.zeros((dim, dim), dtype=complex)
        for p, q in np.argwhere(np.abs(matrix) > 1e-14):
            total += matrix[p, q] * self.ann[p].T @ self.ann[q]
        return total

    def coulomb(self, eri):
        dim = self.ann[0].shape[0]
        total = np.zeros((dim, dim))
        a = self.ann
        for i, j, k, l in np.argwhere(np.abs(eri) > 1e-12):
            for s in range(2):
                for t in range(2):
                    total += 0.5 * eri[i, j, k, l] * (
                        a[2*i+s].T @ a[2*k+t].T @ a[2*l+t] @ a[2*j+s])
        return total

    def solve(self, hamiltonian, n_el, omega):
        """Eigenvalues and vectors for given electron number and Omega."""
        index = np.where(np.abs(self.number - n_el) < 0.1)[0]
        w, u = np.linalg.eigh(self.jz[np.ix_(index, index)])
        chosen = u[:, np.abs(w - omega) < 1e-8]
        basis = np.zeros((len(self.number), chosen.shape[1]), dtype=complex)
        basis[index] = chosen
        values, vectors = np.linalg.eigh(basis.conj().T @ hamiltonian @ basis)
        return values, basis @ vectors


def mean(op, vector):
    return float(np.real(vector.conj() @ op @ vector))


def exchange_pm(eri):
    """(pi+ pi-|pi- pi+) from integrals over the real pair x, y."""
    plus = np.array([1, 1j]) / np.sqrt(2)
    minus = plus.conj()
    return float(np.real(np.einsum('i,j,k,l,ijkl->', plus.conj(), minus,
                                   minus.conj(), plus, eri)))


def p_integrals(distance):
    """Coulomb integrals and overlap of Gaussian p shells on two centres."""
    mol = gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, distance)]],
                basis={'H': [[1, [0.5, 1.0]]]}, unit='Bohr', verbose=0)
    return mol.intor('int2e').reshape(6, 6, 6, 6), mol.intor('int1e_ovlp')


# Integrals of one p shell, scaled so that K has the chosen round value
K = 0.40
eri_far, overlap_far = p_integrals(10.0)
eri_atom = eri_far[:3, :3, :3, :3]
eri_p = eri_atom * K / exchange_pm(eri_atom[:2, :2, :2, :2])
eri_pi = eri_p[:2, :2, :2, :2]
J_xx, J_xy, K_xy = eri_pi[0, 0, 0, 0], eri_pi[0, 0, 1, 1], eri_pi[0, 1, 0, 1]
J0 = 0.5 * (J_xx + J_xy)
assert abs(J_xx - J_xy - 2 * K_xy) < 1e-9
assert abs(K - 2 * K_xy) < 1e-9

pi = Shell(2)
V_pi = pi.coulomb(eri_pi)
# Inside the pi shell l.s reduces to l_z s_z, with spinors at +-1/2
assert np.allclose(pi.l_dot_s_matrix, np.kron(pi.l[2], spin_s[2]))
assert np.allclose(np.linalg.eigvalsh(pi.l_dot_s_matrix),
                   [-0.5, -0.5, 0.5, 0.5])

# Terms without spin-orbit coupling, and second-order perturbation sum
terms, term_vectors = pi.solve(V_pi, 2, 0)
triplet_one, triplet_one_vec = pi.solve(V_pi, 2, 1)
delta_term, _ = pi.solve(V_pi, 2, 2)
assert np.allclose(terms, [J0 - K, J0 + K])
assert np.allclose([triplet_one[0], delta_term[0]], [J0 - K, J0])
assert len(terms) == 2 and len(triplet_one) == 1 and len(delta_term) == 1
assert abs(mean(pi.s_squared, term_vectors[:, 0]) - 2) < 1e-9
assert abs(mean(pi.s_squared, term_vectors[:, 1])) < 1e-9
assert abs(mean(pi.l_dot_s, term_vectors[:, 0])) < 1e-9
assert abs(mean(pi.l_dot_s, triplet_one_vec[:, 0])) < 1e-9
coupling = abs(term_vectors[:, 1].conj() @ pi.l_dot_s @ term_vectors[:, 0])
assert abs(coupling - 1) < 1e-9
second_order_unit = coupling**2 / (terms[1] - terms[0])
assert abs(second_order_unit - 1 / (2 * K)) < 1e-9

# Reflection y -> -y: its one-electron matrix u obeys u^2 = -1, so that
# u = exp(pi u / 2), which lifts directly to Fock space
u = np.kron(np.diag([1.0, -1.0]), -2j * spin_s[1])
assert np.allclose(u @ u, -np.eye(4))
reflection = expm(0.5 * np.pi * pi.one_body(u))

results = {}
for a in [-0.5, 0.01, 0.10, 0.50, 1.50, 40.0]:
    H = V_pi + a * pi.l_dot_s
    zero, vec = pi.solve(H, 2, 0)
    one, two = pi.solve(H, 2, 1)[0][0], pi.solve(H, 2, 2)[0][0]
    root = np.hypot(K, a)
    assert np.allclose([zero[0], one, two, zero[1]],
                       [J0 - root, J0 - K, J0, J0 + root], atol=1e-8)
    assert zero[0] < one < two < zero[1]
    for state in range(2):
        assert abs(mean(reflection, vec[:, state]) - 1) < 1e-8
    D, T = one - zero[0], zero[1] - zero[0]
    singlet = 1 - mean(pi.s_squared, vec[:, 0]) / 2
    half_half = (1 - mean(pi.l_dot_s, vec[:, 0])) / 2
    assert abs(singlet - (1 - K / root) / 2) < 1e-8
    assert abs(half_half - (1 + a / root) / 2) < 1e-8
    second = a**2 * second_order_unit
    assert abs(second / D - (1 + root / K) / 2) < 1e-5
    # Parameters recovered from level distances alone
    assert abs(T / 2 - D - K) < 1e-8
    assert abs(np.sqrt(D * (T - D)) - abs(a)) < 1e-7
    assert abs((two - zero[0]) - T / 2) < 1e-8
    results[a] = (D, two - zero[0], T, second, singlet, half_half)
assert abs(results[0.01][0] / results[0.01][3] - 1) < 1e-3
assert abs(results[40.0][0] - (40.0 - K + K**2 / 80.0)) < 1e-5

# Full p shell: sigma empty above (2 electrons) or filled below (4 electrons)
p_shell = Shell(3)
V_p = p_shell.coulomb(eri_p)
n_sigma = p_shell.one_body(np.kron(np.diag([0, 0, 1.0]), np.eye(2)))
zeta = 0.50
sigma_results = {}
for label, n_el, sign in [('empty above', 2, 1), ('filled below', 4, -1)]:
    errors = []
    for gap in [20.0, 40.0]:
        H_free = V_p + sign * gap * n_sigma
        H_full = H_free + zeta * p_shell.l_dot_s
        free = p_shell.solve(H_free, n_el, 0)[0]
        T_S = free[1] - free[0]
        D_full = (p_shell.solve(H_full, n_el, 1)[0][0]
                  - p_shell.solve(H_full, n_el, 0)[0][0])
        a_dressed = zeta + sign * zeta**2 / (2 * gap)
        D_dressed = np.hypot(T_S / 2, a_dressed) - T_S / 2
        D_bare = np.hypot(T_S / 2, zeta) - T_S / 2
        errors.append(abs(D_full - D_dressed))
        assert errors[-1] < 0.25 * abs(D_full - D_bare)
        if gap == 20.0:
            sigma_results[label] = (T_S, a_dressed, D_full, D_dressed, D_bare)
    # The remainder must fall faster than 1/gap
    assert errors[1] < errors[0] / 3

# Antibonding pi_g shell built from two p shells
ratios = {}
for distance in [4.0, 10.0]:
    eri2, overlap = p_integrals(distance)
    C = np.zeros((6, 2))
    C[0, 0] = C[1, 1] = 1.0
    C[3, 0] = C[4, 1] = -1.0
    C /= np.sqrt(C[:, 0] @ overlap @ C[:, 0])
    eri_g = np.einsum('pi,qj,rk,sl,pqrs->ijkl', C, C, C, C, eri2,
                      optimize=True)
    K_atom = exchange_pm(eri2[:2, :2, :2, :2])
    K_12 = exchange_pm(eri2[:2, :2, 3:5, 3:5])
    K_g = exchange_pm(eri_g)
    ratios[distance] = (K_g / K_atom, K_12 / K_atom)
    if distance == 10.0:
        assert abs(K_g - (K_atom + K_12) / 2) < 1e-7
        assert abs(K_g / K_atom - 0.5) < 0.01
        l_local = block_diag(orbital_l[2], orbital_l[2])
        assert np.allclose(C.T @ l_local @ C, orbital_l[2][:2, :2], atol=1e-7)

print(f"Exchange integral K = {K:.2f} eV")
print(f"Spin-free 1Delta above 3Sigma- = {delta_term[0]-terms[0]:.4f} eV")
print(f"Spin-free 1Sigma+ above 3Sigma- = {terms[1]-terms[0]:.4f} eV")
for a in [0.10, 0.50, 1.50]:
    D, E2, T, second, singlet, half_half = results[a]
    print(f"Spinor splitting a = {a:.2f} eV, a/K = {a/K:.3f}")
    print(f"  level 1 above X0+ (D) = {D:.5f} eV = {D*EV_TO_CM:.1f} cm^-1")
    print(f"  level 2 above X0+ = {E2:.5f} eV")
    print(f"  upper 0+ above X0+ = {T:.5f} eV")
    print(f"  second-order estimate of D = {second:.5f} eV")
    print(f"  second-order estimate / D = {second/D:.4f}")
    print(f"  singlet weight in X0+ = {singlet:.4f}")
    print(f"  pi_1/2 squared weight in X0+ = {half_half:.4f}")
print(f"Sigma mixing: zeta = {zeta:.2f} eV, gap = 20 eV")
for label, values in sigma_results.items():
    T_S, a_dressed, D_full, D_dressed, D_bare = values
    print(f"Sigma {label}: spin-free gap T_S = {T_S:.5f} eV")
    print(f"  dressed splitting a = {a_dressed:.5f} eV")
    print(f"  D, full diagonalization = {D_full:.5f} eV")
    print(f"  D, formula with dressed a = {D_dressed:.5f} eV")
    print(f"  D, formula with bare zeta = {D_bare:.5f} eV")
print("Two Gaussian p shells, exponent 0.5 bohr^-2")
for distance, (ratio, cross) in ratios.items():
    print(f"  distance {distance:.0f} bohr: K_g/K_atom = {ratio:.4f}, "
          f"K_12/K_atom = {cross:.4f}")
print("all assertions hold")
```

Printed output:

```
Exchange integral K = 0.40 eV
Spin-free 1Delta above 3Sigma- = 0.4000 eV
Spin-free 1Sigma+ above 3Sigma- = 0.8000 eV
Spinor splitting a = 0.10 eV, a/K = 0.250
  level 1 above X0+ (D) = 0.01231 eV = 99.3 cm^-1
  level 2 above X0+ = 0.41231 eV
  upper 0+ above X0+ = 0.82462 eV
  second-order estimate of D = 0.01250 eV
  second-order estimate / D = 1.0154
  singlet weight in X0+ = 0.0149
  pi_1/2 squared weight in X0+ = 0.6213
Spinor splitting a = 0.50 eV, a/K = 1.250
  level 1 above X0+ (D) = 0.24031 eV = 1938.3 cm^-1
  level 2 above X0+ = 0.64031 eV
  upper 0+ above X0+ = 1.28062 eV
  second-order estimate of D = 0.31250 eV
  second-order estimate / D = 1.3004
  singlet weight in X0+ = 0.1877
  pi_1/2 squared weight in X0+ = 0.8904
Spinor splitting a = 1.50 eV, a/K = 3.750
  level 1 above X0+ (D) = 1.15242 eV = 9294.9 cm^-1
  level 2 above X0+ = 1.55242 eV
  upper 0+ above X0+ = 3.10483 eV
  second-order estimate of D = 2.81250 eV
  second-order estimate / D = 2.4405
  singlet weight in X0+ = 0.3712
  pi_1/2 squared weight in X0+ = 0.9831
Sigma mixing: zeta = 0.50 eV, gap = 20 eV
Sigma empty above: spin-free gap T_S = 0.79799 eV
  dressed splitting a = 0.50625 eV
  D, full diagonalization = 0.24565 eV
  D, formula with dressed a = 0.24559 eV
  D, formula with bare zeta = 0.24069 eV
Sigma filled below: spin-free gap T_S = 0.79799 eV
  dressed splitting a = 0.49375 eV
  D, full diagonalization = 0.23578 eV
  D, formula with dressed a = 0.23582 eV
  D, formula with bare zeta = 0.24069 eV
Two Gaussian p shells, exponent 0.5 bohr^-2
  distance 4 bohr: K_g/K_atom = 0.5186, K_12/K_atom = 0.0182
  distance 10 bohr: K_g/K_atom = 0.5001, K_12/K_atom = 0.0002
all assertions hold
```
